# Potential step of a dipole sheet and the place of screening

## 1. What dimensions and symmetry fix

A thin neutral sheet lies in the plane $z=0$. It has no net charge, but it has a dipole moment along its normal. Let $P$ be that moment per unit area, positive when it points towards $+z$, that is, from negative to positive charge. We want the difference in electrostatic potential

$$\Delta V=V(+\infty)-V(-\infty).$$

In SI units $P$ is measured in (C m)/m² = C/m, and $\varepsilon_0$ in C/(V m). The quotient $P/\varepsilon_0$ is therefore a voltage. Coulomb's law is linear in the charge, so $\Delta V$ is proportional to $P$. If the sheet is uniform, infinitely wide and so thin that $P$ alone describes it, no length is left from which another dimensionless factor could be formed. Hence

$$\Delta V=C\,\frac{P}{\varepsilon_0},$$

with $C$ a pure number. Reflection in the plane reverses both $P$ and $\Delta V$, which agrees with this form and rules out an even term such as $|P|$.

Two questions remain: the value of $C$, and which charges $P$ must contain. The second matters at an interface between silicon and its oxide, where both materials polarize in response to any dipole placed between them.

## 2. Conventions and assumptions

We use Hartree atomic units, in which $4\pi\varepsilon_0=1$. Potential is in hartree/$e$, and areal dipole density in $e$/bohr.

The charge density $\rho$ is the charge *added* by the sheet. At an interface it is the difference between two interfaces that join the same two bulk crystals, one with the sheet and one without. If the atoms deep inside both crystals keep their positions, the potentials of the bulk crystals cancel, and $\Delta V$ is a change in their alignment. If the sheet shifts one crystal as a whole, the difference does not vanish in the bulk, and the first moment used below cannot be applied to it directly. It is not the complete band offset.

The added charge includes everything that moves in response to the sheet. We assume that it

- is periodic along the interface,
- is confined to a finite range of $z$,
- is neutral in total,
- leaves no electric field far away on either side.

Denote the average over one lateral cell by a bar. The areal dipole density is

$$P=\int z\,\bar\rho(z)\,dz .$$

Moving the origin by $b$ replaces $z$ by $z-b$ and changes $P$ by $-b\int\bar\rho\,dz$. This is zero for a neutral sheet, so $P$ does not depend on the origin.

## 3. The step from Poisson's equation

All added charge is counted explicitly in $\rho$, so the vacuum form of Poisson's equation applies even inside matter:

$$\nabla^2V=-4\pi\rho .$$

Average it over a lateral cell. The average of $\partial^2V/\partial x^2$ is the difference of $\partial V/\partial x$ between opposite cell edges, divided by the cell length. Periodicity makes it zero, and the same holds for $y$. What remains is

$$\frac{d^2\bar V}{dz^2}=-4\pi\bar\rho(z).$$

Multiply by $z$ and integrate between $-L$ and $L$, with all the added charge inside. Integration by parts of the left side gives

$$\int_{-L}^{L}z\bar V''\,dz
=L\left[\bar V'(L)+\bar V'(-L)\right]-\left[\bar V(L)-\bar V(-L)\right].$$

The outer fields vanish, so the first bracket is zero. The right side of Poisson's equation gives $-4\pi P$. Therefore $-\Delta V=-4\pi P$, or

$$\boxed{\Delta V=4\pi P}\qquad\text{in SI units:}\qquad \Delta V=\frac{P}{\varepsilon_0}.$$

The SI form follows by repeating the steps with $\rho/\varepsilon_0$ in place of $4\pi\rho$. The unknown number is $C=1$. Nothing was assumed about the thickness or the profile of the layer.

Two charged planes show the sign. Put $-\sigma$ at $-d/2$ and $+\sigma$ at $+d/2$. The field between them points from plus to minus, $E=-4\pi\sigma$, and is zero outside. Then $\Delta V=-\int E\,dz=4\pi\sigma d$, and $P=\sigma d$. The potential is higher on the positive side.

**If the sheet is charged.** One integration of Poisson's equation gives

$$\bar V'(L)-\bar V'(-L)=-4\pi Q,$$

with $Q$ the net charge per area. For $Q\ne0$ the field cannot vanish on both sides, the potential keeps changing with distance on at least one side, and $P$ depends on the origin. An unscreened charged sheet thus produces a field, whereas a neutral dipole layer produces a step. In a device, trapped interface charge is compensated by carriers in the doped silicon or by charge on the gate. Sheet and compensating charge together are neutral and give a finite potential difference, spread over the screening or depletion width or over the oxide thickness rather than over atomic distances.

## 4. Where the density of dipoles matters

The derivation used the lateral average, so the averaged step does not require closely packed dipoles. Density decides how near to the sheet the actual potential is uniform.

Take point dipoles $p$ on a square lattice of spacing $a$, so that $P=p/a^2$. A point dipole has charge density $-p\,\delta'(z)$ times a lateral delta function. The lateral lattice of delta functions has the Fourier series

$$\sum_{\mathbf R}\delta^2(\boldsymbol r-\mathbf R)=\frac1{a^2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol r},$$

where $\boldsymbol r$ is the lateral position and $\mathbf G$ runs over the reciprocal lattice. Write $V=\sum_{\mathbf G}V_G(z)e^{i\mathbf G\cdot\boldsymbol r}$. Each component of Poisson's equation reads

$$V_G''-G^2V_G=4\pi P\,\delta'(z).$$

The source is odd in $z$, so try the odd, decaying function $V_G=c\,\mathrm{sgn}(z)e^{-G|z|}$. Its derivatives are

$$V_G'=2c\,\delta(z)-cG\,e^{-G|z|},$$

$$V_G''=2c\,\delta'(z)+cG^2\,\mathrm{sgn}(z)e^{-G|z|}.$$

The last term cancels against $G^2V_G$, and $2c=4\pi P$. Adding $\mathbf G$ and $-\mathbf G$ turns the exponentials into cosines:

$$V(\boldsymbol r,z)=2\pi P\,\mathrm{sgn}(z)\sum_{\mathbf G}e^{-G|z|}\cos(\mathbf G\cdot\boldsymbol r).$$

The term $G=0$ is $+2\pi P$ above the sheet and $-2\pi P$ below it, which is the full step $4\pi P$. The other terms are lateral ripple. The shortest nonzero $G$ is $2\pi/a$, so at large height the largest ripple in the cell falls as $e^{-2\pi|z|/a}$; at lateral points where the leading cosines cancel it falls faster.

Direct summation over the dipoles confirms the series. In units of $2\pi P$, the potential is:

- at height $0.5a$, 1.236 above a dipole and 0.875 above the centre of a square;
- at height $a$, 1.008 and 0.993;
- at height $2a$, 1.00001 and 0.99999.

Half a spacing from the sheet the local potential is thus up to 24% away from its average. At one spacing the deviation is below 1%. A sparse sheet has the same averaged law, but an electron close to it meets a patchy potential.

## 5. How wide the sheet must be

A real patch has a finite radius $R$. Treat it as a continuous disc and stand on its axis at height $z>0$. A ring of radius $s$ and width $ds$ carries the moment $2\pi Ps\,ds$. The potential of a normal dipole is its moment times $z$ divided by the cube of the distance. Hence

$$V(z)=2\pi Pz\int_0^R\frac{s\,ds}{(s^2+z^2)^{3/2}}
=2\pi Pz\left[-\frac1{\sqrt{s^2+z^2}}\right]_0^R$$

$$\phantom{V(z)}=2\pi P\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].$$

For $z\ll R$ the bracket tends to 1, and crossing the disc gives the full step. For $z\gg R$ we have $z/\sqrt{z^2+R^2}\approx1-R^2/(2z^2)$, so that $V\approx\pi R^2P/z^2$. This is the potential of one dipole with the total moment $\pi R^2P$, and it vanishes far away.

A nearly uniform, full step therefore needs a height $z$ of at least about one spacing $a$, and a lateral distance to the edge of the patch that is much larger than $z$. Near the edge the step is incomplete even when $z\ll R$. For a lattice disc with $R=400a$, the direct sum at $z=2a$ is lower than the infinite-sheet value by a fraction 0.0050, in agreement with $z/R=2/400$.

## 6. Dipoles that screen one another

Suppose each lattice dipole has a bare moment $p_0$ and a polarizability $\alpha$ along the normal. The bare density is $P_0=p_0/a^2$. What enters the step is the final moment $p$.

The normal field of a dipole $p$ at lateral distance $R$ in its own plane is

$$E_z=-\frac{\partial}{\partial z}\frac{pz}{(R^2+z^2)^{3/2}}\bigg|_{z=0}=-\frac{p}{R^3}.$$

It opposes the dipole. Summing over all other sites gives $-Sp/a^3$, with $S=\sum_{\mathbf R\ne0}(a/R)^3$. The moment must satisfy

$$p=p_0-\frac{\alpha S}{a^3}\,p .$$

Collect the terms in $p$ and divide by $a^2$:

$$P=\frac{P_0}{1+\alpha S/a^3},\qquad \Delta V=4\pi P .$$

The denominator acts once, in forming $P$. The induced moments are then already part of the charge that makes the potential.

In this model a denser sheet need not give a larger step. Written in terms of the spacing,

$$P=\frac{p_0a}{a^3+\alpha S}.$$

Its derivative with respect to $a$ has the sign of $\alpha S-2a^3$. The density $P$ is largest at $a^3=\alpha S/2$ and falls on further compression, as long as all moments stay equal. The fall is small: equal moments become unstable to a checkerboard pattern at $a^3\approx2.65\alpha$, where $P$ is about 3% below its maximum. If the units are equally polarizable in the plane, an in-plane instability sets in at $a^3\approx5.1\alpha$, before the maximum at $a^3\approx4.5\alpha$ is reached. For wide spacing $P$ returns to $p_0/a^2$. Real molecules or bonds at short spacing overlap, and the point-dipole description then becomes doubtful.

**Numbers.** Choose $a=10$ bohr, $p_0=0.300\,e$ bohr and $\alpha=30$ bohr³. Then $P_0=0.300/100=0.00300\,e$/bohr, and the unscreened step would be $4\pi P_0=0.0377$ hartree/$e$, or 1.03 V. The lattice sum is $S=9.034$, so

$$\frac{\alpha S}{a^3}=\frac{30\times9.034}{1000}=0.271,\qquad
\frac{P}{P_0}=\frac1{1.271}=0.787 .$$

This gives $P=0.00236\,e$/bohr and $\Delta V=0.0297$ hartree/$e$, or 0.807 V. Solving for all moments in finite square clusters, and extrapolating the central one to infinite size, also gives $P/P_0=0.787$.

## 7. A bare layer inside dielectric matter

At an interface the surrounding material also responds. Describe this response by a local susceptibility $\chi(z)$: a field $E$ induces the dipole density per volume $\chi E$. In our units $\varepsilon(z)=1+4\pi\chi(z)$.

Let $m(z)$ be the bare dipole density per volume, zero outside the layer. The corresponding bare charge is $\rho_0=-dm/dz$. Its first moment is

$$P_0=-\int z\frac{dm}{dz}\,dz=\int m\,dz,$$

since the boundary term of the integration by parts vanishes. Similarly, the induced charge is $-d(\chi E)/dz$. Gauss's law for the total charge is

$$\frac{dE}{dz}=-4\pi\frac{d}{dz}\left(m+\chi E\right).$$

Thus $E+4\pi(m+\chi E)$ is constant. It is zero far away, where both $E$ and $m$ vanish, so it is zero everywhere:

$$(1+4\pi\chi)E=-4\pi m,\qquad E=-\frac{4\pi m}{\varepsilon}.$$

The total dipole density per volume follows:

$$m+\chi E=m\left(1-\frac{4\pi\chi}{\varepsilon}\right)
=m\,\frac{\varepsilon-4\pi\chi}{\varepsilon}=\frac m\varepsilon .$$

Integrating over $z$, and using $\Delta V=-\int E\,dz$, we find

$$P=\int\frac{m(z)}{\varepsilon(z)}\,dz,\qquad
\Delta V=4\pi\int\frac{m(z)}{\varepsilon(z)}\,dz=4\pi P .$$

There are two equivalent ways to count. One takes the bare layer and lets $\varepsilon$ describe the response. The other takes the total dipole density and uses the vacuum law. Dividing the total $P$ by a dielectric constant mixes them and counts the response twice.

**Uniform medium.** If $\varepsilon$ is constant, $P=P_0/\varepsilon$ and $\Delta V=4\pi P_0/\varepsilon$. This is a continuum result that ignores local fields. In a crystal the screening of an atomically thin layer depends on where it lies in the cell. For example, in a simple cubic lattice of polarizable points, bare point dipoles at the cube centres give $P/P_0=(\varepsilon+2)/(3\varepsilon)$ through the Lorentz local field, while uniform charge sheets several lattice periods apart give $1/\varepsilon$. The law $\Delta V=4\pi P$ for the total $P$ is unaffected.

**Layer across an interface.** If $m$ has one sign, $P_0/P$ lies between the smallest and largest $\varepsilon$ that the layer occupies. Its position matters: the same bare layer gives a larger step where $\varepsilon$ is small.

**Zero bare dipole.** If $m$ changes sign, even $P_0=0$ can leave a step. Let $m=-m_0$ over a width $w$ where $\varepsilon=\varepsilon_1$, and $m=+m_0$ over an equal width where $\varepsilon=\varepsilon_2$. Then $P_0=0$, but $P=m_0w(1/\varepsilon_2-1/\varepsilon_1)$. No single dielectric constant applied to $P_0$ can reproduce this result.

## 8. A model interface

Keep $P_0=0.00300\,e$/bohr, but now as a double layer in matter. Opposite charges of $\sigma=0.00100\,e$/bohr² are centred at $z=\pm d/2$, with $d=3.0$ bohr. Each is a Gaussian of standard deviation 0.40 bohr. The electronic dielectric constant falls from 12 on the left, the silicon-like side, to 2 on the right, the oxide-like side:

$$\varepsilon(z)=7-5\tanh(z/w),\qquad w=1.0\ \text{bohr}.$$

These are round model parameters. A local dielectric constant that varies over atomic distances is itself a model, not an atomistic account of the interface. The averaged field inside the layer reaches about 18 MV/cm, above the breakdown field of bulk oxide. It extends over only a few bohr, and a linear response at this strength is an assumption of the model.

The total charge was found self-consistently from the local susceptibility and the vacuum Coulomb field. Its first moment is $P=0.000565\,e$/bohr, so

$$\Delta V=4\pi\times0.000565=0.0071\ \text{hartree}/e .$$

Direct integration of $4\pi m/\varepsilon$ gives the same value. In SI units $P=1.71\times10^{-12}$ C/m, and $P/\varepsilon_0=0.193$ V.

The two wrong counts are far from this:

- Using the bare $P_0$ without screening gives 1.03 V.
- The effective dielectric constant is $P_0/P=5.31$. Dividing the total $P$ by it once more gives $0.193/5.31=0.036$ V.

If the same layer lay in a uniform medium with $\varepsilon=12$, the step would be $0.0377/12=0.0031$ hartree/$e$. The interface value is more than twice as large because part of the layer lies where $\varepsilon$ is smaller.

## 9. When electronic screening is not enough

The derivation asks for all added charge, not for electronic charge alone. A $P$ that includes electronic screening is complete if the ions are held fixed, or if their displacements are already counted. If the ions move after $P$ has been evaluated, their displacement and the accompanying electronic response change $P$.

To represent this, raise the oxide-side value from 2 to 4 and keep the bare layer unchanged. The total dipole density falls to $0.000421\,e$/bohr, and the step to 0.0053 hartree/$e$, or 0.144 V. The relation $\Delta V=4\pi P$ holds before and after; what changes is $P$. Using the clamped-ion value of 0.193 V for the relaxed interface would overestimate the step by about 34% of the relaxed value in this model. The figure depends on $w$ and on the position of the layer: it tends to zero for a layer wholly on the silicon side and to 100% for one wholly in the oxide.

## 10. What happens to the bands

An electron has charge $-e$, so its potential energy changes by $-e\Delta V$. When $P$ points from silicon to oxide, the electron levels of the oxide move *down* relative to those of silicon. For the clamped-ion model the shift is $-0.193$ eV.

Define the two offsets as positive barriers:

$$B_v=E_v(\mathrm{Si})-E_v(\mathrm{ox}),\qquad
B_c=E_c(\mathrm{ox})-E_c(\mathrm{Si}).$$

Both oxide edges fall by $e\Delta V$, provided that the bulk band gaps are unchanged. Therefore

$$B_v\rightarrow B_v+e\Delta V,\qquad B_c\rightarrow B_c-e\Delta V .$$

Here the barrier for holes grows by 0.19 eV, and the barrier for electrons shrinks by the same amount. Their sum, the difference between the two band gaps, stays fixed. Reversing the dipole reverses both changes.

These are changes caused by the added sheet. The starting offsets depend on the bulk band edges and on the interface without the sheet, which this electrostatic model does not determine. The remaining digits of the quantities used here are in the numerical output.

## Values computed for the example and the checks

```
MODEL INPUTS
lattice spacing: 10.0 bohr
bare dipole moment: 0.300 e bohr
polarizability: 30.0 bohr^3
bare areal dipole P0: 0.003000 e/bohr
unscreened step 4 pi P0: 0.037699 hartree/e
unscreened step: 1.0258 V
LATTICE POTENTIAL / (2 pi P), dimensionless
atop, height 0.5 spacings: 1.23590
atop, height 1.0 spacings: 1.00804
atop, height 2.0 spacings: 1.00001
hollow, height 0.5 spacings: 0.87507
hollow, height 1.0 spacings: 0.99309
hollow, height 2.0 spacings: 0.99999
disc radius: 400 spacings
disc shortfall at height 2 spacings: 0.005000
DEPOLARIZED LATTICE IN VACUUM
lattice sum S: 9.03362 (dimensionless)
alpha S / spacing^3: 0.27101
P/P0 from formula: 0.78678
P/P0 from clusters: 0.78682
total P: 0.0023603 e/bohr
step: 0.029661 hartree/e
step: 0.8071 V
BARE LAYER IN A DIELECTRIC INTERFACE
charge-layer separation: 3.0 bohr
sheet charge: 0.001000 e/bohr^2
Gaussian charge width: 0.40 bohr
dielectric transition width: 1.0 bohr
uniform epsilon 12, step: 0.003142 hartree/e
epsilon 12 to 2, total P: 0.0005654 e/bohr
epsilon 12 to 2, 4 pi P: 0.007105 hartree/e
epsilon 12 to 2, dielectric step: 0.007105 hartree/e
total P in SI: 1.71192e-12 C/m
P/epsilon0: 0.1933 V
effective epsilon P0/P: 5.3057
wrong twice-screened step: 0.0364 V
electron energy shift on +z side: -0.1933 eV
epsilon 12 to 4, total P: 0.0004213 e/bohr
epsilon 12 to 4, step: 0.005294 hartree/e
epsilon 12 to 4, step: 0.1441 V
```
